# Resistivity saturation and the parallel-resistor formula in a large-N electron-phonon model: test program

```python
# Ioffe-Regel resistivity and the parallel-resistor fit.
# Claims under test:
#  (a) sigma = e^2 S_F l /(12 pi^3 hbar); sphere: e^2 kF^2 l /(3 pi^2 hbar).
#  (b) Simple cubic lattice, N orbitals, half filling, bond matrix -t + g X/sqrt(N),
#      X real Gaussian (classical phonons), s = 6 g^2 = lambda kT / N0.  For large N:
#      Sigma = s G0(w - Sigma); per orbital, in e^2/(hbar a):
#      sigma00 = 2 pi int Phi A^2, sigma11 = (2 pi/3) s A_loc^2, no cross term;
#      small s: sigma = Phi0/(pi N0 s) + B, B = Phi0 int (N0-D)/e^2 de /(pi N0);
#      large s: sigma = 2/(3 pi) + 20/(pi Gamma^4), and sigma(w) -> (1 - w^2/4s) 2/(3 pi).
#  (c) the fit 1/rho = 1/(cT) + 1/rho_sat is good but rho_sat depends on the window.
# D(e): density of states per site, spin, orbital; N0 = D(0); Phi(e) = <v_x^2 delta(e-e_k)>;
# Gamma = -Im Sigma; lattice quantities in units t = a = hbar = 1.
import numpy as np
from scipy import constants as C
from scipy.integrate import quad
from scipy.special import ellipkm1
pi = np.pi

# sphere formula against direct Boltzmann quadrature (hbar = m = kF = tau = 1, so l = 1)
Tq = 1e-3
radial = quad(lambda k: k**4/(4*Tq*np.cosh((k*k-1)/(4*Tq))**2), 0.9, 1.1, points=[1.0], limit=200)[0]
angular = 2*pi*quad(lambda th: np.cos(th)**2*np.sin(th), 0, pi)[0]
assert abs(2*radial*angular/(2*pi)**3*3*pi**2 - 1) < 1e-4

# oscillator variance over its classical value: level sum against x coth x
xq = 0.020*C.e/(2*C.k*300.0)
nn = np.arange(400)
boltz = np.exp(-2*xq*nn)
var_ratio = xq*np.sum((2*nn+1)*boltz)/boltz.sum()
assert abs(var_ratio - xq/np.tanh(xq)) < 1e-10

# D and Phi of the cubic band by convolution of exact one-dimensional bin masses
h = 0.004
x = np.linspace(-2, 2, 1001)
edges = np.clip(np.append(x - h/2, 2 + h/2), -2, 2)
th = np.arcsin(edges/2)
m_dos = np.diff(th)/pi
m_vel = np.diff(2*th + np.sin(2*th))/pi
m2d = np.convolve(m_dos, m_dos)
wD, wP = np.convolve(m2d, m_dos), np.convolve(m2d, m_vel)
eps = np.linspace(-6, 6, 3001)
mom = [wD@eps**2, wD@eps**4, wP.sum(), wP@eps**2]
assert np.allclose(mom, [6, 90, 2, 10], rtol=5e-4)
N0 = 2/pi*quad(lambda k: ellipkm1(np.cos(k)**2/4)/(2*pi**2), 0, pi/2, limit=200)[0]
N0g, Phi0g = wD[1500]/h, wP[1500]/h
assert abs(N0g/N0 - 1) < 1e-3

# Fermi surface geometry: projected-area route and smeared-delta volume route
M = 800
k = (np.arange(M) + 0.5)*pi/M
kx, ky = np.meshgrid(k, k, indexing='ij')
sz = np.sqrt(np.clip(1 - (np.cos(kx) + np.cos(ky))**2, 0, None))
smod = np.sqrt(np.sin(kx)**2 + np.sin(ky)**2 + sz**2)
S_F = 24*np.sum(sz/smod)*(pi/M)**2
vbar = 24*np.sum(2*sz)*(pi/M)**2/S_F
q = (np.arange(80) + 0.5)*pi/80
qx, qy, qz = np.meshgrid(q, q, q, indexing='ij')
e3 = -2*(np.cos(qx) + np.cos(qy) + np.cos(qz))
v3 = 2*np.sqrt(np.sin(qx)**2 + np.sin(qy)**2 + np.sin(qz)**2)
delta = np.exp(-e3**2/0.02)/np.sqrt(0.02*pi)
assert abs((2*pi)**3*np.mean(v3*delta)/S_F - 1) < 5e-3     # smearing error O(width^2)
Phi0 = S_F*vbar/(24*pi**3)
assert abs(Phi0g/Phi0 - 1) < 1e-3

def large_N(omega, s, e=eps, wd=wD, wp=wP, eta=0.0):
    z = np.atleast_1d(omega) + 1j*eta
    sig = np.full(z.shape, -1j*s/np.sqrt(5 + s))
    for it in range(48):
        gk = 1/((z - sig)[:, None] - e[None, :])
        res = sig - s*(gk@wd)
        sig = sig - (0.5*res if it < 40 else res/(1 - s*((gk*gk)@wd)))
    gk = 1/((z - sig)[:, None] - e[None, :])
    assert np.max(np.abs(sig - s*(gk@wd))) < 1e-9*(1 + s) and np.all(sig.imag < 0)
    A = -gk.imag/pi
    return 2*pi*((A*A)@wp), (2*pi/3)*s*(A@wd)**2, -sig.imag

def total0(s):
    a0, a1, _ = large_N(0.0, s)
    return a0[0] + a1[0]

# weak coupling: Born coefficient and constant offset
sig_inf = 2/(3*pi)
ss = np.array([0.06, 0.12, 0.18, 0.24])
poly = np.polyfit(ss, [s*total0(s) for s in ss], 3)
born_coef = S_F*(vbar/(2*pi*N0))/(12*pi**3)
assert abs(poly[3]/born_coef - 1) < 2e-3
nz = np.arange(3001) != 1500
B_off = Phi0*(np.sum((N0g*h - wD[nz])/eps[nz]**2) + 2*N0g/(6 + h/2))/(pi*N0)
assert abs(poly[2]/B_off - 1) < 2e-2
assert 0 < B_off < 0.6*sig_inf
# strong coupling: plateau, its approach, and its energy dependence
a0, a1, Gam = large_N(np.array([0.0, 40.0]), 1600.0)
approach = (a0[0] + a1[0] - sig_inf)*pi*Gam[0]**4/20
assert abs(approach - 1) < 0.03                            # next order is about 25/Gamma^2
assert abs((a0[1] + a1[1])/(sig_inf*(1 - 40.0**2/6400)) - 1) < 0.01
slope_hi = (220*total0(220.0) - 180*total0(180.0))/40
assert abs(slope_hi/sig_inf - 1) < 5e-3

# brute-force Kubo traces on random 4x4x4 lattices, Lorentzian width eta
rng = np.random.default_rng(7)
L, eta = 4, 0.4
def kubo_random(N, s, samples):
    g, dim, out = np.sqrt(s/6), L**3*N, np.zeros(3)
    for _ in range(samples):
        H, M0, M1 = (np.zeros((dim, dim)) for _ in range(3))
        for r in np.ndindex(L, L, L):
            i = ((r[0]*L + r[1])*L + r[2])*N
            for d in range(3):
                p = list(r); p[d] = (p[d] + 1) % L
                j = ((p[0]*L + p[1])*L + p[2])*N
                b0, b1 = -np.eye(N), g*rng.standard_normal((N, N))/np.sqrt(N)
                H[i:i+N, j:j+N] = b0 + b1; H[j:j+N, i:i+N] = (b0 + b1).T
                if d == 0:
                    M0[i:i+N, j:j+N] = b0; M0[j:j+N, i:i+N] = -b0.T
                    M1[i:i+N, j:j+N] = b1; M1[j:j+N, i:i+N] = -b1.T
        A = eta/pi*np.linalg.inv(H@H + eta**2*np.eye(dim))
        P0, P1 = M0@A, M1@A
        out += -2*pi/dim*np.array([np.sum(P0*P0.T), np.sum(P1*P1.T), 2*np.sum(P0*P1.T)])
    return out/samples
kk = 2*pi*np.arange(L)/L
fx, fy, fz = (u.ravel() for u in np.meshgrid(kk, kk, kk, indexing='ij'))
ef = -2*(np.cos(fx) + np.cos(fy) + np.cos(fz))
checks = []
for Nc, s, ns, tol in [(12, 4.0, 4, 0.05), (12, 20.0, 4, 0.05), (5, 4.0, 24, 0.10)]:
    p0, p1, _ = large_N(0.0, s, ef, np.full(64, 1/64), 4*np.sin(fx)**2/64, eta)
    kb = kubo_random(Nc, s, ns)
    assert abs(kb[0]/p0[0] - 1) < tol and abs(kb[1]/p1[0] - 1) < tol   # 1/N and sampling
    assert abs(kb[2]) < 0.6*tol*(p0[0] + p1[0])
    checks.append((Nc, s, kb, p0[0], p1[0]))

# worked example
a, t_eV, N, lam = 3e-10, 0.25, 5, 1.5
unit = C.hbar*a/C.e**2*1e8
kB = C.k/C.e
sphere = lambda z: (3*pi**2)**(1/3)*z**(-2/3)*unit
print(f"inputs: a = {a*1e10:.1f} A, t = {t_eV} eV, N = {N}, lambda = {lam}")
print(f"hbar/e^2 = {C.hbar/C.e**2:.1f} ohm; hbar a/e^2 = {unit:.2f} uOhm cm")
for z in (1, 2, 3, 5):
    print(f"sphere z = {z}: kF a = {(3*pi**2*z)**(1/3):.3f}, rho_IR = {sphere(z):.1f} uOhm cm")
print(f"z for rho_IR = 200 and 100 uOhm cm: {(sphere(1)/200)**1.5:.2f}, {(sphere(1)/100)**1.5:.2f}")
print(f"n = 1e21 cm^-3: z = {1e27*a**3:.3f}, rho_IR = {sphere(1e27*a**3):.0f} uOhm cm")
print(f"{N} spheres with z = 1 each: rho_IR = {sphere(1)/N:.1f} uOhm cm")
vF = C.hbar*(3*pi**2)**(1/3)/(a*C.m_e)
print(f"free electrons z=1, lambda=0.2: vF = {vF:.3e} m/s, T_IR = {C.hbar*vF/(2*pi*0.2*C.k*a):.0f} K")
print(f"20 meV phonon, 300 K: x = {xq:.3f}, variance/classical = {var_ratio:.3f}")
print(f"N0 = {N0:.4f} /t = {N0/t_eV:.4f} /eV; Phi0 = {Phi0:.4f} t a^2/hbar^2")
print(f"S_F = {S_F:.2f} /a^2 per band; <|v|> = {vbar:.3f} t a/hbar = {vbar*t_eV*C.e*a/C.hbar:.3e} m/s")
rho_IR = 12*pi**3/S_F*unit/N
T_IR = vbar*t_eV/(2*pi*lam*kB)
rho_inf = unit/(N*sig_inf)
c_B = unit/N*lam*kB/(t_eV*N0*born_coef)
print(f"12 pi^3/(S_F a^2) = {12*pi**3/S_F:.3f}; 3 pi/2 = {1/sig_inf:.3f}")
print(f"cubic band: rho_IR = {rho_IR:.1f} uOhm cm, T_IR = {T_IR:.0f} K")
print(f"Boltzmann slope c_B = {c_B:.4f} uOhm cm/K")
print(f"plateau: sigma_inf = {sig_inf:.4f} e^2/(hbar a), rho_inf = {rho_inf:.1f} uOhm cm")
print(f"Born coefficient s*sigma: formula {born_coef:.4f}, numerical {poly[3]:.4f}")
print(f"offset B: formula {B_off:.4f}, numerical {poly[2]:.4f} e^2/(hbar a)")
print(f"low-T local rho_sat = {unit/(N*B_off):.0f} uOhm cm")
print(f"s = 1600: Gamma = {Gam[0]:.2f} t, excess/(20/(pi Gamma^4)) = {approach:.3f}")
print(f"d(s sigma)/ds at s = 200: {slope_hi:.4f} e^2/(hbar a)")
for Nc, s, kb, p0, p1 in checks:
    print(f"Kubo N={Nc} s={s:.0f}: s00 {kb[0]:.4f} ({p0:.4f}) s11 {kb[1]:.4f} ({p1:.4f}) cross {kb[2]:+.4f}")

yn, yw = np.polynomial.legendre.leggauss(24)
y = 6*(yn + 1)
wF = yw/np.cosh(y/2)**2
wF = wF/wF.sum()
Ts = np.arange(300.0, 1501.0, 100.0)
rows = []
for T in np.append(Ts, T_IR):
    kT = kB*T/t_eV
    s = lam*kT/N0
    a0, a1, _ = large_N(kT*y, s)
    rows.append((s, large_N(0.0, s)[2][0], a0@wF, a1@wF))
rows = np.array(rows)
rho_all = unit/(N*(rows[:, 2] + rows[:, 3]))
rho = rho_all[:-1]
def fit(mask):
    T, r = Ts[mask], rho[mask]
    A, Bc = np.linalg.lstsq(np.column_stack([r/T, r]), np.ones(len(T)), rcond=None)[0]
    return 1/A, 1/Bc, np.max(np.abs(1/((A/T + Bc)*r) - 1))
c_f, rs_f, err_f = fit(Ts > 0)
c_lo, rs_lo, err_lo = fit(Ts <= 800)
c_hi, rs_hi, err_hi = fit(Ts >= 1000)
print("T/K  s/t^2  Gamma/t  l_B/a  s00  s11 (e^2/hbar a)  rho_B rho fit (uOhm cm)")
for T, rw, r in zip(Ts, rows, rho):
    print(f"{T:.0f} {rw[0]:.3f} {rw[1]:.3f} {T_IR/T:.2f} {rw[2]:.4f} {rw[3]:.4f} "
          f"{c_B*T:.1f} {r:.1f} {1/(1/(c_f*T) + 1/rs_f):.1f}")
u = Ts/rho
err_lin = np.max(np.abs(u*u.sum()/(u@u) - 1))
assert np.all(np.diff(rho) > 0) and np.all(np.diff(rho, 2) < 0) and np.all(rho < c_B*Ts)
assert err_f < 0.05 and err_lin > 4*err_f
assert rs_lo > rs_hi > rho_inf and rho_inf < rs_f < 2*rho_inf
print(f"model rho at T_IR = {rho_all[-1]:.1f} uOhm cm")
for name, c_, r_, e_ in [("300-1500", c_f, rs_f, err_f), ("300-800", c_lo, rs_lo, err_lo),
                         ("1000-1500", c_hi, rs_hi, err_hi)]:
    print(f"fit {name} K: c = {c_:.4f} uOhm cm/K, rho_sat = {r_:.1f} uOhm cm, max err {100*e_:.2f} %")
print(f"full fit ratios: c/c_B = {c_f/c_B:.3f}, rho_sat/rho_inf = {rs_f/rho_inf:.2f}, rho_sat/rho_IR = {rs_f/rho_IR:.2f}")
print(f"full-fit rho_sat = {rs_f*1e-8:.3e} ohm m; rho_IR = {rho_IR*1e-8:.3e} ohm m")
print(f"best purely linear fit: max err {100*err_lin:.1f} %")
print(f"Fermi-window effect on rho at 1500 K: {100*(rho[-1]*N*total0(rows[-2, 0])/unit - 1):+.2f} %")
print(f"degeneracy scale lambda/(N0 kB) = {lam*t_eV/(N0*kB):.0f} K")
print("all assertions hold")
```

It prints:

```
inputs: a = 3.0 A, t = 0.25 eV, N = 5, lambda = 1.5
hbar/e^2 = 4108.2 ohm; hbar a/e^2 = 123.25 uOhm cm
sphere z = 1: kF a = 3.094, rho_IR = 381.3 uOhm cm
sphere z = 2: kF a = 3.898, rho_IR = 240.2 uOhm cm
sphere z = 3: kF a = 4.462, rho_IR = 183.3 uOhm cm
sphere z = 5: kF a = 5.290, rho_IR = 130.4 uOhm cm
z for rho_IR = 200 and 100 uOhm cm: 2.63, 7.45
n = 1e21 cm^-3: z = 0.027, rho_IR = 4237 uOhm cm
5 spheres with z = 1 each: rho_IR = 76.3 uOhm cm
free electrons z=1, lambda=0.2: vF = 1.194e+06 m/s, T_IR = 24188 K
20 meV phonon, 300 K: x = 0.387, variance/classical = 1.049
N0 = 0.1427 /t = 0.5707 /eV; Phi0 = 0.3341 t a^2/hbar^2
S_F = 92.88 /a^2 per band; <|v|> = 2.677 t a/hbar = 3.051e+05 m/s
12 pi^3/(S_F a^2) = 4.006; 3 pi/2 = 4.712
cubic band: rho_IR = 98.7 uOhm cm, T_IR = 824 K
Boltzmann slope c_B = 0.1198 uOhm cm/K
plateau: sigma_inf = 0.2122 e^2/(hbar a), rho_inf = 116.2 uOhm cm
Born coefficient s*sigma: formula 0.7455, numerical 0.7455
offset B: formula 0.0685, numerical 0.0685 e^2/(hbar a)
low-T local rho_sat = 360 uOhm cm
s = 1600: Gamma = 39.93 t, excess/(20/(pi Gamma^4)) = 0.978
d(s sigma)/ds at s = 200: 0.2121 e^2/(hbar a)
Kubo N=12 s=4: s00 0.2106 (0.2093) s11 0.0871 (0.0867) cross -0.0026
Kubo N=12 s=20: s00 0.0545 (0.0532) s11 0.1543 (0.1544) cross -0.0005
Kubo N=5 s=4: s00 0.2134 (0.2093) s11 0.0879 (0.0867) cross -0.0098
T/K  s/t^2  Gamma/t  l_B/a  s00  s11 (e^2/hbar a)  rho_B rho fit (uOhm cm)
300 1.087 0.443 2.75 0.7434 0.0383 35.9 31.5 32.1
400 1.450 0.574 2.06 0.5691 0.0481 47.9 39.9 40.1
500 1.812 0.698 1.65 0.4637 0.0569 59.9 47.4 47.2
600 2.174 0.815 1.37 0.3928 0.0646 71.9 53.9 53.5
700 2.537 0.927 1.18 0.3416 0.0715 83.9 59.7 59.1
800 2.899 1.034 1.03 0.3030 0.0777 95.9 64.8 64.2
900 3.262 1.136 0.92 0.2726 0.0832 107.8 69.3 68.7
1000 3.624 1.235 0.82 0.2481 0.0882 119.8 73.3 72.9
1100 3.986 1.330 0.75 0.2278 0.0928 131.8 76.9 76.7
1200 4.349 1.421 0.69 0.2108 0.0969 143.8 80.1 80.2
1300 4.711 1.509 0.63 0.1963 0.1006 155.8 83.0 83.4
1400 5.074 1.595 0.59 0.1837 0.1041 167.8 85.7 86.4
1500 5.436 1.678 0.55 0.1727 0.1072 179.7 88.0 89.1
model rho at T_IR = 65.9 uOhm cm
fit 300-1500 K: c = 0.1337 uOhm cm/K, rho_sat = 160.3 uOhm cm, max err 1.77 %
fit 300-800 K: c = 0.1287 uOhm cm/K, rho_sat = 176.7 uOhm cm, max err 0.47 %
fit 1000-1500 K: c = 0.1460 uOhm cm/K, rho_sat = 147.5 uOhm cm, max err 0.08 %
full fit ratios: c/c_B = 1.116, rho_sat/rho_inf = 1.38, rho_sat/rho_IR = 1.62
full-fit rho_sat = 1.603e-06 ohm m; rho_IR = 9.875e-07 ohm m
best purely linear fit: max err 29.7 %
Fermi-window effect on rho at 1500 K: +1.94 %
degeneracy scale lambda/(N0 kB) = 30501 K
all assertions hold
```
